# Mode-resolved phonon transmission from Bloch matrices: two derivations

## Definitions and conventions

Two harmonic crystals meet at a flat interface. The structure is periodic in the plane, so the in-plane wavevector $q$ is conserved and every matrix below is taken at one $q$. Along the normal, each crystal is cut into identical layers of thickness $d$ that couple only to their neighbours. Displacements are multiplied by the square root of the atomic mass and vary as $e^{-i\omega t}$. In a lead, the column $u_n$ of layer $n$ obeys

$$\omega^2u_n=H_{00}u_n+H_{01}u_{n+1}+H_{10}u_{n-1},\qquad H_{10}=H_{01}^\dagger. \tag{1}$$

The blocks differ between the leads; the side is clear from the context. The device is layers $1$ to $N$, with matrix $H_D$. The left lead ends at layer 0 and the right lead begins at layer $N+1$. Layer 1 is of the left crystal and layer $N$ of the right one, each joined to its lead by bulk bonds.

The surface Green functions are the end blocks of $(\omega^2+i0-H)^{-1}$ for the separate half-crystals, with the severed bonds still counted in the diagonal blocks:

$$g_R=[\omega^2+i0-H_{00}-H_{01}g_RH_{10}]^{-1},\qquad g_L=[\omega^2+i0-H_{00}-H_{10}g_LH_{01}]^{-1}.$$

Further,

$$\Sigma_R=H_{01}g_RH_{10},\quad \Sigma_L=H_{10}g_LH_{01},\quad \Gamma=i(\Sigma-\Sigma^\dagger),\quad G=[\omega^2+i0-H_D-\Sigma_L-\Sigma_R]^{-1}.$$

The result to be derived is the amplitude from incoming mode $m$ to outgoing mode $n$,

$$t_{nm}=\frac{i\,\phi_n^\dagger\Gamma_RG_{N1}\Gamma_L\phi_m}{\sqrt{J_nJ_m}},\qquad \sum_{nm}|t_{nm}|^2=\mathrm{Tr}[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger]\equiv\mathcal T, \tag{2}$$

where $\phi$ are unit-norm Bloch vectors of propagating modes and $J=\phi^\dagger\Gamma\phi$. The frequency must not lie at a band edge.

## Bloch matrices and energy flux

Both derivations use the following facts. Given $u_N$, the right half-crystal is driven at its first layer by $H_{10}u_N$, so $u_{N+1}=g_RH_{10}u_N$. Removing one layer leaves the same half-crystal, so an outgoing field obeys

$$u_{n+1}=F_Ru_n,\quad F_R=g_RH_{10};\qquad u_{n-1}=F_Bu_n,\quad F_B=g_LH_{01}, \tag{3}$$

the second relation holding on the left. The term $i0$ makes the choice of direction: it gives $\omega$ a small positive imaginary part, and a wave $e^{i\theta n}$ with velocity $v$ then acquires $\mathrm{Im}\,\theta>0$ if $v>0$. Decay to the right therefore selects right-moving waves. Replacing $g_L$ by $g_L^\dagger$ reverses the sign of $i0$, so waves that move right in the left lead, towards the interface, obey $u_{n-1}=F_Iu_n$ with $F_I=g_L^\dagger H_{01}$. Eigenvalues of unit modulus belong to propagating modes, smaller ones to evanescent modes.

For two solutions $x$, $y$ of (1) at the same $\omega$, define

$$W_n(x,y)=i\,(x_n^\dagger H_{01}y_{n+1}-x_{n+1}^\dagger H_{10}y_n).$$

From (1), $H_{01}y_{n+1}=(\omega^2-H_{00})y_n-H_{10}y_{n-1}$, and the adjoint equation for $x$ is $x_{n+1}^\dagger H_{10}=x_n^\dagger(\omega^2-H_{00})-x_{n-1}^\dagger H_{01}$. On insertion the terms in $\omega^2-H_{00}$ cancel, leaving

$$W_n=i\,(x_{n-1}^\dagger H_{01}y_n-x_n^\dagger H_{10}y_{n-1})=W_{n-1}.$$

Thus $W$ does not depend on $n$. It is also a matrix element of $\Gamma$: since $\Sigma_R=H_{01}F_R$ and $\Sigma_L^\dagger=H_{10}F_I$,

$$\Gamma_R=i(H_{01}F_R-F_R^\dagger H_{10}),\qquad \Gamma_L=i(F_I^\dagger H_{01}-H_{10}F_I),$$

so $x^\dagger\Gamma y=W(x,y)$ for outgoing fields on the right and for incoming fields on the left.

Three consequences follow.

1. Two propagating modes with phases $\theta\neq\theta'$ have $W_n\propto e^{i(\theta'-\theta)n}$. Being constant, $W$ vanishes. Modes with equal $\theta$ must be chosen so that $\phi^\dagger\Gamma\phi'=0$.
2. If one field decays with distance and the other stays bounded, $W\to0$ far away, hence $W=0$ everywhere. The evanescent subspace is annihilated by $\Gamma$, even if the Bloch matrix cannot be diagonalised there.
3. For one mode, $J=i(e^{i\theta}\phi^\dagger H_{01}\phi-e^{-i\theta}\phi^\dagger H_{10}\phi)$. This is $\phi^\dagger(dH/d\theta)\phi$ for $H(\theta)=H_{00}+e^{i\theta}H_{01}+e^{-i\theta}H_{10}$, which equals $d\omega^2/d\theta$. With $v=d\,(d\omega/d\theta)$,

$$J=2\omega v/d. \tag{4}$$

Any vector is a sum $y=\sum_nc_n\phi_n+w$ with $w$ evanescent. Applying $\phi_n^\dagger\Gamma$ gives $c_n=\phi_n^\dagger\Gamma y/J_n$, and applying $\Gamma$ gives

$$\Gamma=\sum_n\frac{\Gamma\phi_n\phi_n^\dagger\Gamma}{J_n}. \tag{5}$$

Finally, $W$ measures power. Layer $n$ exerts the force $-H_{10}u_n$ on layer $n+1$, whose velocity is $-i\omega u_{n+1}$. The force due to the layer's own displacement does no work on average. The mean power is

$$P=\tfrac12\mathrm{Re}[i\omega u_n^\dagger H_{01}u_{n+1}]=\tfrac{\omega}{4}W(u,u). \tag{6}$$

For one mode this is $\tfrac12\omega^2v/d$, the energy per unit length times the group velocity.

## First derivation: a single scattered wave

Let mode $m$ arrive from the left, with value $\phi_m$ at layer 1. The rest of the field on the left is outgoing, so

$$u_0=F_I\phi_m+F_B(u_1-\phi_m).$$

In the equation of layer 1, $H_{10}F_Bu_1=\Sigma_Lu_1$ joins the left side. The remainder is the source

$$H_{10}(g_L^\dagger-g_L)H_{01}\phi_m=(\Sigma_L^\dagger-\Sigma_L)\phi_m=i\Gamma_L\phi_m.$$

The right lead contributes $\Sigma_Ru_N$ and no source. Hence

$$u_N=iG_{N1}\Gamma_L\phi_m. \tag{7}$$

This field is outgoing. Its component along $\phi_n$ is $c_n=\phi_n^\dagger\Gamma_Ru_N/J_n$. By (6) the ratio of transmitted to incident power is $|c_n|^2J_n/J_m$, so $t_{nm}=c_n\sqrt{J_n/J_m}$, which is the first part of (2). Writing $|t_{nm}|^2=t_{nm}t_{nm}^*$ and summing with (5), once for each $\Gamma$, gives the trace.

If the Bloch matrices are diagonalisable with eigenvector matrices $U_R$ and $U_L$, then $U^\dagger\Gamma U=J$ (diagonal, with zeros for evanescent modes). This means $\phi_n^\dagger\Gamma_R=J_n(U_R^{-1})_n$ and $\Gamma_L\phi_m=J_m(U_L^{\dagger})^{-1}_m$, with row $n$ and column $m$ understood, and (2) becomes

$$t=iJ_R^{1/2}U_R^{-1}G_{N1}(U_L^\dagger)^{-1}J_L^{1/2}.$$

The reflected field at layer 1 is $u_1-\phi_m=(iG_{11}\Gamma_L-1)\phi_m$. For outgoing fields on the left, $\Sigma_L=H_{10}F_B$ gives $x^\dagger\Gamma_Ly=-W(x,y)$, so consequences 1 and 2 hold for them too, and $J_l=\chi_l^\dagger\Gamma_L\chi_l=2\omega|v_l|/d$ is positive. For a left-moving mode $\chi_l$, the same projection gives

$$r_{lm}=\chi_l^\dagger\Gamma_L(iG_{11}\Gamma_L-1)\phi_m/\sqrt{J_lJ_m}.$$

The flux $W$ is also conserved through the Hermitian device, and its cross terms between incoming and outgoing fields vanish by consequences 1 and 2. Therefore $\sum_n|t_{nm}|^2+\sum_l|r_{lm}|^2=1$ for each $m$.

## Second derivation: thermal emission, then its factorisation

Now no incident wave is prescribed. Hold layer 1 fixed and let the left half-crystal be in equilibrium, with mean energy $E_\omega$ in each of its normal modes $\psi_k$. A mode of complex amplitude $c$ has energy $\tfrac12\omega^2|c|^2$, so $\langle|c|^2\rangle=2E_\omega/\omega^2$. At the end layer,

$$i(g_L-g_L^\dagger)=2\pi\sum_k\psi_k\psi_k^\dagger\,\delta(\omega^2-\omega_k^2).$$

Since $d(\omega^2)=2\omega\,d\omega$, the free motion in a band $d\omega$ has covariance

$$\langle u_0u_0^\dagger\rangle=\frac{2\omega\,d\omega}{2\pi}\,\frac{2E_\omega}{\omega^2}\,i(g_L-g_L^\dagger)=\frac{2E_\omega d\omega}{\pi\omega}\,i(g_L-g_L^\dagger).$$

When layer 1 is released, this motion acts on it as a source $s=H_{10}u_0$, and the lead's response is $\Sigma_L$. Because $H_{10}\,i(g_L-g_L^\dagger)H_{01}=\Gamma_L$, the source has covariance $(2E_\omega d\omega/\pi\omega)\Gamma_L$. The right lead receives $\tfrac{\omega}{4}u_N^\dagger\Gamma_Ru_N$ with $u_N=G_{N1}s$, on average

$$dP=\frac{\omega}{4}\,\frac{2E_\omega d\omega}{\pi\omega}\,\mathrm{Tr}[\Gamma_RG_{N1}\Gamma_LG_{N1}^\dagger]=E_\omega\,\mathcal T\,\frac{d\omega}{2\pi}. \tag{8}$$

The total appears first, without any Bloch mode. Inserting (5) for both matrices turns it into $\sum_{nm}|t_{nm}|^2$ with the $t_{nm}$ of (2).

A trace can be split in many ways, so each term still has to be tied to a mode. Let mode $m$ strike the fixed layer. The condition $u_1=0$ requires an outgoing field equal to $-\phi_m$ there, so $u_0=(F_I-F_B)\phi_m$ and the source is $H_{10}u_0=i\Gamma_L\phi_m$. By (5), the thermal source is thus statistically equivalent to independent incoming modes, each carrying the power $E_\omega d\omega/2\pi$. On the right, $\phi_n^\dagger\Gamma_Ru_N/J_n$ is the amplitude of outgoing mode $n$. Each term is therefore the fraction of the power of mode $m$ that leaves in mode $n$.

## What each derivation assumes

Both need harmonic forces, a frequency away from band edges (where $J\to0$), and no undamped state of the device at $\omega$. Nor may a half-crystal have a localised end state at $\omega$ when its neighbouring layer is held fixed, because its $g$ diverges there. The first treats one coherent wave; it needs no temperature and also gives the phases of $t$ and the reflection. The second needs a stationary thermal lead with uncorrelated normal modes, and supplies the weight $E_\omega d\omega/2\pi$ with which $\mathcal T$ enters the heat current. Its result (8) uses periodicity nowhere, so the trace holds for an irregular lead too, whereas the split into modes needs the Bloch matrices.

Within a set of modes with the same $\omega$, $q$ and $\theta$, any flux-orthogonal basis is allowed. A change of basis alters single probabilities and preserves sums over the set.

## Long-wavelength limit

Take $q=0$, one displacement per layer and $\omega\to0$. The device then moves rigidly, since finite springs need vanishing extension to pass a vanishing force. Let $Z=Mv/d$, with $M$ the layer mass. By (4), $\Gamma=J=2\omega Z/M$. In unweighted displacements the two leads add $i\omega(Z_L+Z_R)$ to the inverse Green function, while the inertia of the device is of order $\omega^2$. So $G_{N1}=\sqrt{M_LM_R}/[i\omega(Z_L+Z_R)]$, and

$$t=\frac{2\sqrt{Z_LZ_R}}{Z_L+Z_R},\qquad |t|^2=\frac{4Z_LZ_R}{(Z_L+Z_R)^2},$$

the acoustic mismatch formula.

## A silicon/germanium interface

The example is an abrupt (001) interface between diamond-structure crystals with nearest-neighbour Born springs. Each bond has stiffness 135 N/m along its axis and 15 N/m across it in silicon, and 120 and 12 N/m in germanium. Both crystals are given the same lattice constant, $a=0.55$ nm, and the bonds across the interface have the mean of the two crystals' spring constants. The in-plane projection of these bonds is along $[1\bar10]$. For the other termination, with bonds along $[110]$, the numbers below change, and at normal incidence the two transverse values are exchanged. Each layer holds two atoms, and only one of them bonds to a given neighbouring layer. The coupling has rank three at most, so no more than three modes are open in each direction. At 2.5 THz and $q=(0.12,0.05)\,2\pi/a$ all three are open on both sides. Modes 1 and 2 are nearly transverse and mode 3 nearly longitudinal. With incoming silicon modes as columns and outgoing germanium modes as rows,

$$|t|^2=\begin{pmatrix}0.808&0.074&0.040\\0.031&0.876&0.011\\0.067&0.009&0.866\end{pmatrix}.$$

The columns add to 0.906, 0.959 and 0.917, in total 2.783, equal to the trace. The trace alone does not show that the longitudinal mode passes 87% of its energy to its counterpart and about 5% to transverse modes of germanium, while the remaining 8% is reflected into transverse modes of silicon.

Flux normalisation matters here. For the first entry the normal velocities are 4.175 and 1.731 km/s, so the squared mass-weighted amplitude ratio is $0.808\times4.175/1.731=1.95$. The transmitted wave has the larger energy density and yet carries less power, because it is slower. Its true displacements are smaller: their squared ratio is $1.95\times28.09/72.63=0.75$.

At 4 THz and $q=(0.40,0.10)\,2\pi/a$, silicon has two open modes and germanium one. The probabilities are 0.099 and 0.036, and their sum again equals the trace, 0.135, with evanescent modes present. At both points, all transmission and reflection probabilities were compared with a direct solution of the equations of motion for 60 layers on each side, matched to modes taken from the bands. The largest difference was $6\times10^{-7}$.

At normal incidence and 2.5 THz, the two transverse modes of silicon are degenerate. Polarised along $[1\bar10]$ and $[110]$ they transmit 0.999 and 0.874; two equal mixtures transmit 0.9365 each, with the same sum. The long-wavelength formula with the model's sound speeds, 4.58 and 2.57 km/s, and atomic masses, 28.09 and 72.63 u, gives $4(129)(187)/(316)^2=0.97$ for both. The splitting is thus a finite-frequency effect.

Equation (8), differentiated with respect to temperature with $E_\omega=\hbar\omega/(e^{\hbar\omega/k_BT}-1)$, integrated over $\omega$ and summed over $q$ per unit area, gives a conductance of 184 MW/(m² K) at 350 K on a $10\times10$ mesh of $q$. A $6\times6$ mesh gives 188, and meshes of $20\times20$ and $36\times36$ with finer frequency sampling give 182. The figures below use the $10\times10$ mesh.

## The model beside real interfaces

The spring constants are rough. The top frequencies, 15.5 and 9.0 THz, are close to those of the real crystals, but the sound speeds are low: along [001], silicon has roughly 5.8 (transverse) and 8.4 km/s (longitudinal), against 4.6 and 6.7 here. Born springs also resist rigid rotation, which real bonds do not. The effect of these two faults on the conductance was not sized. Four other omissions were examined, each on its own:

- **Definition of temperature.** The value 184 refers to the temperatures of the emitted phonons. If each stream has a single temperature, the mean of the two streams on a side differs from the emitted one by half the heat flux divided by that side's one-way emission, 933 for silicon and 570 for germanium. Then $1/184-1/1866-1/1140=1/249$. On finer meshes the emissions are 930 and 567 and the result is 245, so the conductance is roughly 245 to 250 MW/(m² K).
- **Inelastic transfer.** Silicon emits 357 MW/(m² K) (356 on a finer mesh) above germanium's top frequency, and the harmonic model transmits none of it. For temperatures defined by the emitted phonons, as in the value 184, this is a ceiling on what those phonons could add, not an estimate.
- **Misfit strain.** If the whole germanium half-crystal is strained to a 4% misfit and all its springs stiffen alike, by 10% with rough elastic data, the conductance is 198. A real germanium film keeps such a strain only over a few nanometres, and its modes do not all stiffen alike, so this figure does not settle even the sign of the effect at a real interface.
- **Atomic mixing.** Each atom in the two meeting planes was given the other element's mass with probability one half, in a repeated cell of 7 × 7 atoms per plane, with the springs unchanged. At the 2.5 THz oblique point the three modes then transmit 0.968, 0.974 and 0.971, more than at the abrupt interface. Of the incident energy, 6 to 9% is transmitted into other $q$; this share depends somewhat on the cell size. The cause of the rise was not examined, and one frequency does not settle the effect on the conductance.

With mixing, $q$ is no longer conserved and becomes part of the mode label, but (2) keeps its form. The mode tables and the figures for the $10\times10$ mesh are given in full in the numerical output.

## Computed values

```
Si springs alpha, beta: 55, 40 N/m; mass 28.09 u
Ge springs alpha, beta: 48, 36 N/m; mass 72.63 u
lattice constant 0.55 nm, layer thickness 0.275 nm
Si [001] sound speed T, L: 4.58, 6.68 km/s; top frequency 15.46 THz
Ge [001] sound speed T, L: 2.57, 3.88 km/s; top frequency 8.98 THz
main point: 2.5 THz, q = (0.12, 0.05) 2pi/a
Si in 1: k_z 0.3217 2pi/a, v_z 4.175 km/s, longitudinal share 0.021
Si in 2: k_z 0.2864 2pi/a, v_z 3.889 km/s, longitudinal share 0.014
Si in 3: k_z 0.1350 2pi/a, v_z 4.976 km/s, longitudinal share 0.990
Ge out 1: k_z 0.6103 2pi/a, v_z 1.731 km/s, longitudinal share 0.009
Ge out 2: k_z 0.5898 2pi/a, v_z 1.693 km/s, longitudinal share 0.026
Ge out 3: k_z 0.3185 2pi/a, v_z 3.309 km/s, longitudinal share 0.966
Si in 1 -> Ge out 1..: 0.8078 0.0311 0.0671 | sum 0.9060
Si in 2 -> Ge out 1..: 0.0743 0.8762 0.0088 | sum 0.9592
Si in 3 -> Ge out 1..: 0.0405 0.0115 0.8655 | sum 0.9175
Si in 1 -> Si back 1..: 0.0136 0.0107 0.0696 | sum 0.0940
Si in 2 -> Si back 1..: 0.0107 0.0172 0.0129 | sum 0.0408
Si in 3 -> Si back 1..: 0.0696 0.0129 0.0000 | sum 0.0825
sum of probabilities 2.78272, Green-function trace 2.78272
second point: 4.0 THz, q = (0.40, 0.10) 2pi/a, open modes Si 2, Ge 1
second point, Si in 1 -> Ge out 1..: 0.0991
second point, Si in 2 -> Ge out 1..: 0.0364
second point: sum 0.13542, trace 0.13542
largest difference from explicit lattice: 5.9e-07
normal incidence, transverse [1-10], [110]: 0.9994, 0.8736
same pair, two equal mixtures: 0.9365, 0.9365
uniform Si: trace 921.9, band count 939.4 MW/m2/K
Si/Ge conductance at 350 K: 184.0 MW/m2/K (coarser q mesh 187.8)
one-way emission limit Si 933.1, Ge 570.1 MW/m2/K
neglected: local-temperature definition gives 248.6 MW/m2/K
neglected: Si emission above Ge top frequency 357.4 MW/m2/K
neglected: misfit 0.04, Ge springs x 1.10: 198.0 MW/m2/K
neglected: half the atoms exchanged in two planes, 7x7 cells, 12 samples
mixed, Si in 1: transmitted 0.9680 +- 0.0016, of it at other q 0.0820
mixed, Si in 2: transmitted 0.9735 +- 0.0022, of it at other q 0.0853
mixed, Si in 3: transmitted 0.9712 +- 0.0011, of it at other q 0.0596
```
